# Examination question: the fine structure of helium $2\,^3P$

Two electrons move about a point nucleus of charge $Z$ and infinite mass. Use Hartree atomic units, so $c=1/\alpha$, and write $\mathbf r=\mathbf r_1-\mathbf r_2$, $\hat{\mathbf r}=\mathbf r/r$, Pauli matrices $\boldsymbol\sigma_i$ and the anomaly $a=(g-2)/2$. Work to first order in the spin-dependent operator of order $\alpha^2$, keeping $a$. Define $\nu_{01}=E_0-E_1$ and $\nu_{12}=E_1-E_2$ for the levels $E_J$ of $1s2p\,^3P_J$. In helium the measured intervals are roughly 30 GHz and 2.3 GHz, both positive.

## Part (a)

An electron with potential energy $V$ obeys the Dirac-Pauli Hamiltonian $c\,\boldsymbol\alpha_D\!\cdot\mathbf p+\beta c^2+V+i\kappa\beta\boldsymbol\alpha_D\!\cdot\nabla V$, with Dirac matrices $\boldsymbol\alpha_D,\beta$ and $\kappa=-a/2c$. Its magnetic moment is $\boldsymbol\mu=-\tfrac12(1+a)\alpha\boldsymbol\sigma$. Derive the spin-dependent two-electron operator.

**Model answer.** The upper-right block of the Hamiltonian is $c\,\boldsymbol\sigma\cdot\mathbf p+i\kappa\boldsymbol\sigma\cdot\nabla V$ and the lower-left block has $-i\kappa$, because $\beta$ changes sign. With $E=c^2+\varepsilon$, eliminating the lower component gives

$$\varepsilon\varphi=V\varphi+(c\,\boldsymbol\sigma\cdot\mathbf p+i\kappa\boldsymbol\sigma\cdot\nabla V)\frac{1}{2c^2+\varepsilon-V}(c\,\boldsymbol\sigma\cdot\mathbf p-i\kappa\boldsymbol\sigma\cdot\nabla V)\varphi .$$

Expand the fraction as $1/2c^2-(\varepsilon-V)/4c^4$ and use $\sigma_k\sigma_l=\delta_{kl}+i\epsilon_{klm}\sigma_m$. The terms with $(\boldsymbol\sigma\cdot\mathbf p)^2=p^2$, including the renormalization of $\varphi$, carry no spin. Two terms do. The first is $(1/4c^2)\,\boldsymbol\sigma\cdot\mathbf p\,V\,\boldsymbol\sigma\cdot\mathbf p$, with spin part $i\boldsymbol\sigma\cdot(\mathbf p\times V\mathbf p)/4c^2=\boldsymbol\sigma\cdot\nabla V\times\mathbf p/4c^2$, since $\mathbf p\times\mathbf p=0$. The second is the cross term $(i\kappa/2c)\,[\boldsymbol\sigma\cdot\nabla V,\boldsymbol\sigma\cdot\mathbf p]$. Because $\nabla\times\nabla V=0$, $\mathbf p\times\nabla V=-\nabla V\times\mathbf p$, so its spin part is $(i\kappa/2c)(2i)\,\boldsymbol\sigma\cdot\nabla V\times\mathbf p=(a/2c^2)\,\boldsymbol\sigma\cdot\nabla V\times\mathbf p$. The sum is

$$H_{\rm own}=\frac{\alpha^2}{4}(1+2a)\,\boldsymbol\sigma\cdot\nabla V\times\mathbf p .$$

The factor is $1+2a=g-1$: the moment $g$ in the motional field, less the Thomas term, which does not depend on $a$. At this order each electron feels the Coulomb fields of the nucleus and of the other electron alike, so $\nabla_1V=Z\mathbf r_1/r_1^3-\mathbf r/r^3$ and $\nabla_2V=Z\mathbf r_2/r_2^3+\mathbf r/r^3$.

The remaining terms are $-\boldsymbol\mu_1\cdot\mathbf B$, with $\mathbf B$ made by electron 2. Its motion gives $\mathbf A=-\alpha\mathbf p_2/r$; the Coulomb-gauge form differs by a gradient and has the same curl. Then $\mathbf B=-\alpha\nabla_1(1/r)\times\mathbf p_2=\alpha\,\mathbf r\times\mathbf p_2/r^3$ and the energy is $\tfrac12\alpha^2(1+a)\,\boldsymbol\sigma_1\cdot\mathbf r\times\mathbf p_2/r^3$. The partner term follows from $1\leftrightarrow2$, $\mathbf r\to-\mathbf r$. The moment of electron 2 gives $\mathbf A=\boldsymbol\mu_2\times\mathbf r/r^3$. For $r\neq0$, where $\nabla\cdot(\mathbf r/r^3)=0$, its curl is $-(\boldsymbol\mu_2\cdot\nabla)(\mathbf r/r^3)=[3\hat{\mathbf r}(\hat{\mathbf r}\cdot\boldsymbol\mu_2)-\boldsymbol\mu_2]/r^3$, and each moment brings one factor $1+a$. The contact term $\propto\boldsymbol\sigma_1\cdot\boldsymbol\sigma_2\,\delta^3(\mathbf r)$ drops out, because the antisymmetric spatial function of a triplet vanishes at $r=0$. Altogether

$$H=\frac{\alpha^2}{4}\Big\{Z(1+2a)\sum_i\frac{\boldsymbol\sigma_i\cdot\mathbf r_i\times\mathbf p_i}{r_i^3}+[(1+2a)\boldsymbol\sigma_2+2(1+a)\boldsymbol\sigma_1]\cdot\frac{\mathbf r\times\mathbf p_2}{r^3}$$
$$-[(1+2a)\boldsymbol\sigma_1+2(1+a)\boldsymbol\sigma_2]\cdot\frac{\mathbf r\times\mathbf p_1}{r^3}+(1+a)^2\,\sigma_{1k}\sigma_{2l}\frac{\delta_{kl}-3\hat r_k\hat r_l}{r^3}\Big\}.$$

A test with exact Dirac $2p$ states of He$^+$ gives a splitting 1.000133 times the spin-orbit formula, and a Pauli-term splitting 2.000331 times $a$ times the Dirac splitting. The neglected terms are of relative order $(Z\alpha)^2$. The two magnetic terms were tested with numerical curls.

## Part (b)

Reduce $H$ in the nine $^3P$ states to a function of $X=\mathbf L\cdot\mathbf S$, and express $\nu_{01}$ and $\nu_{12}$ through two constants.

**Model answer.** Take real Cartesian orbital states $|i\rangle$, $i=x,y,z$, on which $(L_k)_{ij}=-i\epsilon_{kij}$. Integration over all orientations leaves only isotropic tensors. At rank three that is $\epsilon_{kij}$, so each axial vector operator is a number times $L_k$:

$$\frac{\mathbf r_1\times\mathbf p_1}{r_1^3}\to n\,\mathbf L,\qquad \frac{\mathbf r\times\mathbf p_1}{r^3}\to e\,\mathbf L .$$

Exchanging the labels changes only the sign of both states, so $\mathbf r_2\times\mathbf p_2/r_2^3\to n\mathbf L$, and $\mathbf r\times\mathbf p_2/r^3\to-e\mathbf L$ because $\mathbf r$ reverses. At rank four the general form is $x\,\delta_{ij}\delta_{kl}+y\,\delta_{ik}\delta_{jl}+z\,\delta_{il}\delta_{jk}$. Symmetry in $kl$ gives $y=z\equiv t$, and zero trace gives $3x+2t=0$:

$$\langle i|\frac{\delta_{kl}-3\hat r_k\hat r_l}{r^3}|j\rangle=t\left(\delta_{ik}\delta_{jl}+\delta_{il}\delta_{jk}-\tfrac23\delta_{ij}\delta_{kl}\right).$$

For the spin, $\boldsymbol\sigma_1+\boldsymbol\sigma_2=2\mathbf S$, while $\boldsymbol\sigma_1-\boldsymbol\sigma_2$ is odd under spin exchange and vanishes between triplet states, so each $\boldsymbol\sigma_i\to\mathbf S$. Each electron-electron bracket becomes $(3+4a)\mathbf S$ times $-e\mathbf L$, and the vector terms give $AX$ with

$$A=\frac{\alpha^2}{4}\left[2Z(1+2a)n-2(3+4a)e\right]=\frac{\alpha^2}{2}\left[Z(1+2a)\,n-(3+4a)\,e\right].$$

For the tensor term, expanding $\mathbf S=(\boldsymbol\sigma_1+\boldsymbol\sigma_2)/2$ with $\{\sigma_k,\sigma_l\}=2\delta_{kl}$ gives $\{S_k,S_l\}=\delta_{kl}+\tfrac12(\sigma_{1k}\sigma_{2l}+\sigma_{1l}\sigma_{2k})$. Against a symmetric traceless tensor, $\sigma_{1k}\sigma_{2l}$ may therefore be replaced by $\{S_k,S_l\}$. On the orbital side $(L_kL_l)_{ij}=-\epsilon_{kim}\epsilon_{lmj}=\delta_{kl}\delta_{ij}-\delta_{kj}\delta_{il}$, so the bracket above equals $-(\{L_k,L_l\}-\tfrac43\delta_{kl})_{ij}$. Now $S_kS_lL_kL_l=X^2$, and from $[L_l,L_k]=i\epsilon_{lkm}L_m$ and $\epsilon_{klm}S_kS_l=iS_m$ one has $S_kS_lL_lL_k=X^2+X$. Hence $\{S_k,S_l\}\{L_k,L_l\}=2(2X^2+X)$, while $\tfrac43\{S_k,S_k\}=\tfrac43\cdot2S(S+1)=\tfrac{16}3$. The difference is $4(X^2+\tfrac12X-\tfrac43)$, and the 4 cancels the $1/4$ in $H$:

$$E_J=AX+B\left(X^2+\tfrac12X-\tfrac43\right),\qquad B=-\alpha^2(1+a)^2\,t .$$

With $X=\tfrac12[J(J+1)-4]=-2,-1,1$, the levels are $E_0=-2A+\tfrac53B$, $E_1=-A-\tfrac56B$ and $E_2=A+\tfrac16B$, so

$$\nu_{01}=-A+\tfrac52B,\qquad \nu_{12}=-2A-B .$$

For $B=0$ the ratio $\nu_{12}/\nu_{01}$ is 2, the Landé rule, with normal order for $A>0$ and inverted order for $A<0$. For $B>0$ the order $E_0>E_1>E_2$ holds if and only if $A/B<-\tfrac12$, since that makes $\nu_{12}>0$ and $\nu_{01}>0$ follows from $A<0$.

## Part (c)

The orbital states are the components of $\boldsymbol\psi=\mathbf r_1f+\mathbf r_2g$, with $g(r_1,r_2,r)=-f(r_2,r_1,r)$. Write $n$, $e$ and $t$ as integrals of scalars.

**Model answer.** Let $\mathcal N=\int\psi^2$, so each component has norm $\mathcal N/3$. For $\mathbf O=\mathbf R\times\mathbf p_1/\rho^3\to o\mathbf L$, contract $\langle i|O_k|j\rangle=-i\epsilon_{kij}o$ with $\epsilon_{kij}$, using $\epsilon_{kij}\epsilon_{kij}=6$, $\mathbf p=-i\nabla$ and $\epsilon_{kij}\epsilon_{kab}=\delta_{ia}\delta_{jb}-\delta_{ib}\delta_{ja}$:

$$o=\frac{3}{6\mathcal N}\int\frac{K}{\rho^3},\qquad K=(\boldsymbol\psi\cdot\mathbf R)\,\nabla_1\!\cdot\boldsymbol\psi-\mathbf R\cdot(\boldsymbol\psi\cdot\nabla_1)\boldsymbol\psi .$$

Insert $\partial_{1b}\psi_j=\delta_{bj}f+r_{1j}\partial_{1b}f+r_{2j}\partial_{1b}g$. The $\delta$ term gives $(3-1)f\,\boldsymbol\psi\cdot\mathbf R$. The others combine through $(\mathbf u\times\mathbf v)\cdot(\mathbf w\times\mathbf s)=(\mathbf u\cdot\mathbf w)(\mathbf v\cdot\mathbf s)-(\mathbf u\cdot\mathbf s)(\mathbf v\cdot\mathbf w)$:

$$K=2f\,\boldsymbol\psi\cdot\mathbf R+(\boldsymbol\psi\times\mathbf r_1)\cdot(\mathbf R\times\nabla_1f)+(\boldsymbol\psi\times\mathbf r_2)\cdot(\mathbf R\times\nabla_1g).$$

Let $\mathbf m=\mathbf r_1\times\mathbf r_2$ and $W=m^2$, so $\boldsymbol\psi\times\mathbf r_1=-g\mathbf m$ and $\boldsymbol\psi\times\mathbf r_2=f\mathbf m$. With $f_1=\partial f/\partial r_1$ and $f_3=\partial f/\partial r$, $\nabla_1f=f_1\hat{\mathbf r}_1+f_3\hat{\mathbf r}$. Then $\mathbf r_1\times\nabla_1f=-f_3\mathbf m/r$ and $\mathbf r\times\nabla_1f=f_1\mathbf m/r_1$, and likewise for $g$. Contracting the tensor of (b) with $\delta_{ik}\delta_{jl}$ gives $(9+3-2)t=10t$. Thus

$$n=\frac1{2\mathcal N}\int\frac{2f\,\boldsymbol\psi\cdot\mathbf r_1+(W/r)(gf_3-fg_3)}{r_1^3},\qquad e=\frac1{2\mathcal N}\int\frac{2f\,\boldsymbol\psi\cdot\mathbf r+(W/r_1)(fg_1-gf_1)}{r^3},$$

$$t=\frac{3}{10\mathcal N}\int\frac{\psi^2-3(\boldsymbol\psi\cdot\hat{\mathbf r})^2}{r^3}.$$

Parts (b) and (c) were tested together on a three-term correlated function with $\alpha=1$, $a=0.3$: finite-difference gradients, an exact average over rotations, explicit Pauli matrices and diagonalization of the $9\times9$ block reproduce $E_J$ to $2.1\times10^{-11}$ of the largest level.

## Part (d)

Evaluate $A$, $B$ and the intervals at $a=0$ when the $1s$ electron is shrunk to a point and the $2p$ electron is hydrogenic with charge $Z-1$. What does the model give for helium? How does a finite core change the direct terms?

**Model answer.** The antisymmetric state puts electron 1 in $2p$ with weight $\tfrac12$. For that half $\boldsymbol\psi=\mathbf r_1f(r_1,r_2)$, $g=0$ and $K=2f^2r_1^2=2\psi^2$, so it contributes $\langle r^{-3}\rangle_{2p}$ to $n$. The half with electron 1 in $1s$ contributes nothing, and neither does exchange, because $\mathbf r_1\times\mathbf p_1$ annihilates an $s$ function. So $n=\tfrac12\langle r^{-3}\rangle$ for any single $1s2p$ configuration. For a point core $\mathbf r\to\mathbf r_1$ in the first half and the exchange overlap vanishes; the second half has $K=0$, since $f=0$ and $\boldsymbol\psi\times\mathbf r_2=0$. Hence $e=n$. Both halves contribute equally to $t$, with $\psi^2-3(\boldsymbol\psi\cdot\hat{\mathbf r})^2=-2\psi^2$, so $t=-\tfrac35\langle r^{-3}\rangle$. Then

$$A=\tfrac14\alpha^2(Z-3)\langle r^{-3}\rangle,\qquad B=\tfrac35\alpha^2\langle r^{-3}\rangle .$$

The 3 is $1+2$: one unit screens the nucleus in the own-orbit term, and two come from spin-other-orbit, which has no Thomas reduction. In this model $A<0$ for $Z<3$.

For a radial function $re^{-\zeta r}$, $\langle r^{-3}\rangle=\int re^{-2\zeta r}dr/\int r^4e^{-2\zeta r}dr=(2\zeta)^3/24$, which is $1/24=0.0416667$ for $\zeta=\tfrac12$. With $\alpha^2$ hartree $=350377$ MHz, $A=-350377/96=-3650$ MHz and $B=350377/40=8759$ MHz, so $\nu_{01}=25548$ MHz and $\nu_{12}=-1460$ MHz. The model gives the signs of $A$ and $B$ and the large $\nu_{01}$. Its ratio $A/B=-5/12$ lies above $-\tfrac12$, however, so it puts $J=2$ above $J=1$, the wrong order.

For a finite core let $Q(r_1)$ be the $1s$ charge within $r_1$. By Gauss's law $\mathbf r/r^3$ averages to $Q\mathbf r_1/r_1^3$, so the direct part of $e$ is $\tfrac12\langle Q/r^3\rangle$. The tensor operator is minus the traceless part of $\partial_k\partial_l(1/r)$, and $1/r$ averages to $U(r_1)$ with $U'=-Q/r_1^2$. The traceless part of $\partial_k\partial_lU$ is $(\hat r_{1k}\hat r_{1l}-\tfrac13\delta_{kl})(U''-U'/r_1)$ with $U''-U'/r_1=3Q/r_1^3-Q'/r_1^2$, so the direct $t$ is $-\tfrac35\langle Q/r^3-Q'/3r^2\rangle$. For exponents $\tfrac12$ and 2, $\langle Q/r^3\rangle=0.0341333$ and $t=-0.0184320$, tested against the integrals of (c). Both magnitudes are below their point-core values.

## Part (e)

Describe a variational calculation of $f$ and the evaluation of the singular integrals.

**Model answer.** Take $f=\sum_kc_k\exp(-\zeta_kr_1-\xi_kr_2-\gamma_kr)$ with quasi-random exponents in a diffuse, a medium and a tight range. For scalar integrands the volume element is $8\pi^2r_1r_2r\,dr_1dr_2dr$ on the triangle domain. A basis function is $\mathbf r_1\phi-\mathbf r_2\tilde\phi$, with $\tilde\phi$ the exponential after $1\leftrightarrow2$, so each matrix element is twice a direct minus an exchange part. The overlap factors are $r_1^2$ and $\mathbf r_1\cdot\mathbf r_2$. Write $\nabla_1\phi=\mathbf G\phi$ with $\mathbf G=-\zeta\hat{\mathbf r}_1-\gamma\hat{\mathbf r}$ and $\nabla_2\phi=\mathbf F\phi$ with $\mathbf F=-\xi\hat{\mathbf r}_2+\gamma\hat{\mathbf r}$, primes marking the right-hand exponential. The product rule in $\tfrac12\sum\partial\psi_j\,\partial\psi'_j$ gives the kinetic factors

$$\tfrac12\left[3+(\mathbf G+\mathbf G')\cdot\mathbf r_1+r_1^2(\mathbf G\cdot\mathbf G'+\mathbf F\cdot\mathbf F')\right],\quad \tfrac12\left[\mathbf G'\cdot\mathbf r_2+\mathbf F\cdot\mathbf r_1+\mathbf r_1\cdot\mathbf r_2(\mathbf G\cdot\mathbf G'+\mathbf F\cdot\mathbf F')\right].$$

The dot products follow from the triangle: $2\,\mathbf r_1\cdot\mathbf r_2=r_1^2+r_2^2-r^2$, $2\,\mathbf r_1\cdot\mathbf r=r_1^2-r_2^2+r^2$, $2\,\mathbf r_2\cdot\mathbf r=r_1^2-r_2^2-r^2$. The volume element cancels every inverse power. Setting $r_1=x+y$, $r_2=x+z$, $r=y+z$ maps the domain to $x,y,z\ge0$ with Jacobian 2; the binomial expansion of $r_1^lr_2^mr^q$ then leaves products of $\int_0^\infty x^ke^{-sx}dx=k!/s^{k+1}$. Near-dependent combinations are removed by dropping overlap eigenvalues below $10^{-13}$ of the largest.

For $e$ and $t$ use $u=r$, $r_{1,2}=\tfrac12(u+w\pm u\eta)$ with $\eta\in[-1,1]$, $w\ge0$ and $dr_1dr_2=\tfrac12u\,d\eta\,dw$. The measure supplies $u^2$ and the numerators vanish with $u$, because $\boldsymbol\psi=O(r)$ and $W=|\mathbf r_1\times\mathbf r|^2=O(r^2)$, so the integrand is smooth. For $n$ take $u=r_1$ and let $r_2,r$ play the other roles; the numerator is $O(r_1)$ and the measure again supplies $u^2$. Product Gauss rules then apply.

## Part (f)

The calculation gives for helium ($n,e,t$ in bohr$^{-3}$):

| function | $E$ (hartree) | $n$ | $e$ | $t$ |
|---|---|---|---|---|
| one configuration, one exponent per orbital | $-2.1306913$ | 0.0269167 | 0.0308691 | $-0.0257151$ |
| 60 terms | $-2.13315986$ | 0.0346806 | 0.0343301 | $-0.0270337$ |
| 140 terms | $-2.13316416$ | 0.0346593 | 0.0343187 | $-0.0270243$ |
| 220 terms | $-2.13316419$ | 0.0346593 | 0.0343187 | $-0.0270242$ |

With $a=1.159652\times10^{-3}$, find the intervals, the share of each operator and the shift due to $a$.

**Model answer.** For $Z=2$ and the last row, the three parts of $A$ and the constant $B$ are, in MHz,

- nuclear: $350377.08\times0.0346593\times(1+2a)=12172.0$,
- electron-electron own orbit: $-\tfrac12\times350377.08\times0.0343187\times(1+2a)=-6026.2$,
- spin-other-orbit: $-350377.08\times0.0343187\times(1+a)=-12038.4$,
- $B=350377.08\times0.0270242\times(1+a)^2=9490.6$.

So $A=12172.0-6026.2-12038.4=-5892.6$ MHz. In hartree, $A=-8.956\times10^{-7}$ and $B=1.4424\times10^{-6}$. A part $A_p$ of $A$ contributes $-A_p$ to $\nu_{01}$ and $-2A_p$ to $\nu_{12}$:

$$\nu_{01}=-12172.0+6026.2+12038.4+23726.6=29619.2\ \text{MHz},$$
$$\nu_{12}=-24344.0+12052.4+24076.8-9490.6=2294.6\ \text{MHz}.$$

The levels lie at $27603.0$, $-2016.2$ and $-4310.9$ MHz for $J=0,1,2$, relative to their centre of gravity.

To first order in $a$, $\delta A=a\alpha^2(Zn-2e)$ and $\delta B=2aB$. For $Z=2$, $\delta A=2a\alpha^2(n-e)$, which is small because $e/n=0.9902$: $A$ moves from $-5892.9$ to $-5892.6$ MHz, while $B$ moves from 9468.7 to 9490.6 MHz. The three spin-orbit parts do shift, by $-56.3$, $+27.9$ and $+27.9$ MHz in $\nu_{12}$ (nuclear, electron-electron own orbit, spin-other-orbit), but these shifts nearly cancel, so the net effect of the anomaly comes almost wholly from spin-spin. It shifts $\nu_{01}$ by $+54.7$ MHz from 29564.5 and $\nu_{12}$ by $-22.5$ MHz from 2317.1. The second shift is about 1% of $\nu_{12}$, some eight times $a$, since $\delta\nu_{12}/\nu_{12}\approx-2aB/\nu_{12}$ and $B$ is about four times $\nu_{12}$.

The tests require the 140- and 220-term intervals to agree within 10 MHz and the virial ratio to equal 2 within $10^{-5}$. The printed intervals agree to 0.1 MHz, with 121 and 152 combinations retained, and the ratio is 1.99999995. Both sets belong to one basis family, so the last printed digit of each interval remains uncertain by about one unit.

## Part (g)

Explain the inversion and the failure of the Landé rule, say why $\nu_{12}$ is hard to compute, and state the limits of the result.

**Model answer.** At $a=0$, $A<0$ means $Zn<3e$, and with $e\approx n$ this is again $Z<3$. Without spin-other-orbit the condition would be $Zn<e$, which fails. Three tests bear on this. Deleting spin-other-orbit gives $A=+6145.8$ MHz and $\nu_{12}=-21782.2$ MHz, so $J=2$ rises above $J=1$. For Li$^+$ ($Z=3$, 80 terms) $A/B=0.0018$, close to the zero of (d); a larger basis moves it to 0.0019. The closeness rests on $e$ and $n$ agreeing within 0.02% for this ion, so that at $a=0$ the ratio $A/B=\tfrac32(n-e)/|t|$ is only a few times $10^{-4}$, too small a difference for 80 terms to fix its digits; most of the 0.0018 is the anomaly term $a(Zn-2e)/|t|\approx0.0016$. The point core forces $e=n$ for every $Z$, whereas with a finite core the ratio varies with $Z$ and passes through 1 just above $Z=3$: $e/n$ is 0.9902 for helium and 1.014 for C$^{4+}$, where the point core gives $A/B=1.25$, well below the computed value. For C$^{4+}$ ($Z=6$, 80 terms) $A/B=2.06$ and $J=2$ lies highest. There $\nu_{01}=350$ GHz is still positive at this order, because it changes sign only at $A/B=\tfrac52$. In the point-core model $A/B=5(Z-3)/12$ grows with $Z$, and the normal Landé pattern is approached only for $A\gg B$.

The Landé rule needs $|B|\ll|A|$. In helium the three spin-orbit parts cancel to about half the nuclear one, while spin-spin is a single term, so $B>|A|$ and $A/B=-0.6209$. In $\nu_{01}$ the two add, and $\tfrac52B=23726.6$ MHz supplies four fifths. In $\nu_{12}$ they oppose: $11785.2-9490.6$ MHz. The ratio is

$$\frac{\nu_{12}}{\nu_{01}}=\frac{-2A/B-1}{5/2-A/B}=\frac{0.2418}{3.1209}=0.0775$$

in place of 2. Note that $J=0$ stays above $J=1$ even without spin-other-orbit ($\nu_{01}=17580.8$ MHz), so spin-spin alone suffices for that part of the inversion; so does $A<0$ alone, since deleting spin-spin instead leaves $\nu_{01}=-A=5892.6$ MHz.

Since $A/B$ lies close to $-\tfrac12$, $\nu_{12}$ is sensitive to the wave function. The point core gives $-1460$ MHz and the single configuration 4561 MHz, twice the converged value, although its $\nu_{01}=29373$ MHz is within 1% of the converged one. That agreement is a cancellation: its $A=-6795.9$ MHz and $B=9030.9$ MHz differ from the converged values by $-903$ and $-460$ MHz, which enter $\nu_{01}$ as $+903$ and $-1149$ MHz, while in $\nu_{12}$ they enter as $+1807$ and $+460$ MHz. Going from 60 to 140 terms changes $n$ by 0.06% and $\nu_{12}$ by 0.3% of their values. In the single configuration with one exponent per orbital $n=(2\zeta)^3/48$, and the optimal $\zeta=0.54457$ accounts for the rise from 0.0208 to 0.0269. Its direct $e$ is below $n$ because $Q<1$, yet the table has $e>n$, so exchange raises $e$ there. Most of the further rise of $n$ to 0.0347 is not correlation: freeing the shapes of both orbitals (Hartree-Fock) already gives $n\approx0.0326$ and $e\approx0.0358$, with $\nu_{01}\approx32.4$ GHz and $\nu_{12}\approx4.8$ GHz. Correlation then raises $n$ to 0.0347 and lowers $e$ to 0.0343.

The result is first order, for infinite nuclear mass. With $m/M=1.37\times10^{-4}$ the scale $(m/M)\nu_{01}$ is 4.1 MHz. The elements $n,e,t$ scale as the cube of the reduced mass, which alone lowers $\nu_{01}$ by three times this scale, and mass polarization and recoil terms enter at the same order. The next relativistic order has scale $\alpha^2\nu_{01}=1.6$ MHz times uncomputed coefficients. It includes mixing with $2\,^1P_1$ through $\boldsymbol\sigma_1-\boldsymbol\sigma_2$, which acts on $J=1$ only and, by second-order perturbation theory, pushes it away from the singlet. This term alone lowers $J=1$ by nearly 5 MHz in helium, three times the scale just quoted, and by about 25 GHz in C$^{4+}$, some 7% of the first-order $\nu_{01}$ of that ion. Hydrogenic scaling makes the mixing element $\sim\alpha^2Z^4$ and the singlet-triplet gap $\sim Z$, so the shift relative to $A$ grows as $\alpha^2Z^3$ and the two-constant formula degrades for heavier ions. The reduced-mass factor multiplies all parts of $\nu_{12}$ alike, but the other corrections need not, so their size in $\nu_{12}$ can be set by its large parts rather than by their small sum. As predictions for the real atom the results are therefore $\nu_{01}\approx29.6$ GHz and $\nu_{12}\approx2.3$ GHz, in line with the rough measured sizes; the finer digits belong to the model. The numerical check below lists the values used, apart from the Hartree-Fock, larger-basis Li$^+$ and singlet-mixing ones quoted in this part.

## Values computed for the example and the checks

```
alpha = 7.2973525643e-03, a = 1.159652180e-03, m/M = 1.370934e-04
alpha^2 hartree = 350377.08 MHz
He+ 2p: Dirac splitting / spin-orbit formula = 1.000133
He+ 2p: Pauli-term splitting / (a * Dirac splitting) = 2.000331
9x9 definition vs A,B formula, relative deviation = 2.1e-11
screened 2p <r^-3> = 0.0416667; finite core <Q/r^3> = 0.0341333, direct t = -0.0184320 bohr^-3
point core, a=0: n=0.0208333 e=0.0208333 t=-0.0250000 bohr^-3
   A=-3649.8 B=8759.4 nu01=25548.3 nu12=-1459.9 MHz
one configuration: a_2p=0.54457 b_1s=1.99119 bohr^-1, E=-2.1306913 hartree
one configuration: n=0.0269167 e=0.0308691 t=-0.0257151 bohr^-3
   A=-6795.9 B=9030.9 nu01=29373.1 nu12=4561.0 MHz
N=60 (kept 60): E=-2.133159859 hartree, -V/T=1.99997900
N=60: n=0.0346806 e=0.0343301 t=-0.0270337 bohr^-3
   A=-5891.1 B=9494.0 nu01=29626.0 nu12=2288.3 MHz
N=140 (kept 121): E=-2.133164160 hartree, -V/T=1.99999971
N=140: n=0.0346593 e=0.0343187 t=-0.0270243 bohr^-3
   A=-5892.6 B=9490.7 nu01=29619.3 nu12=2294.6 MHz
N=220 (kept 152): E=-2.133164187 hartree, -V/T=1.99999995
N=220: n=0.0346593 e=0.0343187 t=-0.0270242 bohr^-3
   A=-5892.6 B=9490.6 nu01=29619.2 nu12=2294.6 MHz
nuclear spin-orbit (1+2a): A=12172.0 nu01=-12172.0 nu12=-24344.0 MHz
e-e own orbit (1+2a): A=-6026.2 nu01=6026.2 nu12=12052.4 MHz
spin-other-orbit (1+a): A=-12038.4 nu01=12038.4 nu12=24076.8 MHz
spin-spin (1+a)^2: A=0.0 nu01=23726.6 nu12=-9490.6 MHz
A = -8.955786e-07, B = 1.442415e-06 hartree, A/B = -0.6209
levels J=0,1,2: 27603.0 -2016.2 -4310.9 MHz
a=0: A=-5892.9 B=9468.7 nu01=29564.5 nu12=2317.1 MHz
shift from a: nu01 +54.7, nu12 -22.5 MHz
result: nu01 = 29.619 GHz, nu12 = 2.295 GHz, nu12/nu01 = 0.0775
-2A = 11785.2 MHz, 5B/2 = 23726.6 MHz, e/n = 0.9902
omitted scales: (m/M) nu01 = 4.1 MHz, alpha^2 nu01 = 1.6 MHz
without spin-other-orbit: A=6145.8 nu01=17580.8 nu12=-21782.2 MHz
Li+: E=-5.0277136 hartree
Li+: n=0.2398577 e=0.2398284 t=-0.1773777 bohr^-3
   A=112.9 B=62293.3 nu01=155620.4 nu12=-62519.1 MHz
   A/B = 0.0018
C4+: E=-21.2216993 hartree
C4+: n=3.1271172 e=3.1706980 t=-2.2501648 bohr^-3
   A=1625647.7 B=790235.8 nu01=349941.8 nu12=-4041531.2 MHz
   A/B = 2.0572
```
